\section*{Nyquist Dephasing in Metal Wires and Films, and Energy Exchange, part 2}

An electron diffusing in a disordered metal interferes along a closed path $\mathbf r(t')$ of duration $t$ and its reverse $\mathbf r(t-t')$, its partner. Nyquist noise, the fluctuating potential $\varphi$ that accompanies resistance at temperature $T$, gives the two a relative phase
$\Phi=(e/\hbar)\int_0^tdt'\,[\varphi(\mathbf r(t'),t')-\varphi(\mathbf r(t-t'),t')]$.
We seek the dephasing time $\tau_\phi$ in wires ($d=1$) and films ($d=2$), including the effect of noise with $\hbar\omega\sim k_BT$.

SI units are used, $e>0$, and angular frequencies run over both signs. $D$ is the diffusion constant, $\sigma_1$ the wire's conductivity times cross-section, and $\sigma_2$ the film's sheet conductance. Classical noise has the spectrum
\begin{equation}
\langle\varphi\varphi\rangle_{\mathbf q,\omega}
=\frac{2k_BT\sigma_dq^2}{(\sigma_dq^2)^2}=\frac{2k_BT}{\sigma_dq^2}.
\label{eq:field}
\end{equation}

In $\langle\Phi^2\rangle$, self terms correlate a path with itself and cross terms correlate partners. Without cross terms the collision rate is $\int(d\omega/2\pi)\,w_d(\omega)$, with
\begin{equation}
w_d(\omega)=\frac{e^2}{\hbar^2}\int\frac{d^dq}{(2\pi)^d}\,
\frac{2k_BT}{\sigma_dq^2}\,\frac{2Dq^2}{D^2q^4+\omega^2}.
\label{eq:wd}
\end{equation}
In a wire $w_1=\sqrt2\,\tau_N^{-3/2}|\omega|^{-3/2}$, where $\tau_N$ comes from a self-consistent estimate of the dephasing time $\tau$:
\begin{equation}
\frac1\tau=\frac{e^2k_BT}{\hbar^2\sigma_1}\sqrt{D\tau}
\quad\Longrightarrow\quad
\tau=\tau_N\equiv\left(\frac{\hbar^2\sigma_1}{e^2k_BT\sqrt D}\right)^{2/3}.
\label{eq:tauN}
\end{equation}

$F(t)$ is $\langle\Phi^2\rangle/2$ averaged over closed paths, whose increments over an interval $u$ have variance $2D\,b(u)$ per component, with $b(u)=|u|(1-|u|/t)$. For classical noise in a wire, with $a=e^2k_BT/(\hbar^2\sigma_1)$,
\begin{equation}
F(t)=2a\sqrt{\frac D\pi}\int_0^tdu\,\sqrt{u(1-u/t)}
=2a\sqrt{\frac D\pi}\,\frac{\pi t^{3/2}}{8}
=\frac{\sqrt\pi}{4}\left(\frac{t}{\tau_N}\right)^{3/2}.
\label{eq:cumwire}
\end{equation}
Thus $F=1$ at $t=1.72\,\tau_N$.

Averaging the exponential itself uses the return integral $W(\gamma)=\int_0^\infty C(t)e^{-\gamma t}dt$. Here $C(t)$ is the return probability density with each path weighted by $e^{-\langle\Phi^2\rangle/2}$, and $\gamma$ is any additional exponential dephasing rate. In a wire, with $\mathrm{Ai}$ the Airy function,
\begin{equation}
W(\gamma)=-\frac{\sqrt{D\tau_N}}{2D}\,
\frac{\mathrm{Ai}(\gamma\tau_N)}{\mathrm{Ai}'(\gamma\tau_N)}.
\label{eq:airy}
\end{equation}
The wire's dephasing length is defined by $W(0)=L_\phi/(2D)$, and its time is $\tau_\phi=L_\phi^2/D=1.88\,\tau_N$.

\subsection{The thermal end of the spectrum}

A quantum $\hbar\omega>0$ is emitted into the metal with weight $n+1$ and absorbed with weight $n=1/(e^{\hbar\omega/k_BT}-1)$. The electron also needs an empty final state. Let $f$ be the Fermi function and $\varepsilon$ the energy from the Fermi level. A small excess occupation at $\varepsilon$ decays at the sum of the rates out of and into that state. The emission channel, with partner state $\varepsilon-\hbar\omega$, and the absorption channel, with partner $\varepsilon+\hbar\omega$, contribute
\begin{align}
(n+1)[1-f(\varepsilon-\hbar\omega)]+nf(\varepsilon-\hbar\omega)&=n+1-f(\varepsilon-\hbar\omega),\nonumber\\
n[1-f(\varepsilon+\hbar\omega)]+(n+1)f(\varepsilon+\hbar\omega)&=n+f(\varepsilon+\hbar\omega).
\label{eq:block}
\end{align}

Average the sum over the thermal layer with weight $-f'$. Let $h$ be the average of $f(\varepsilon+\hbar\omega)$. By particle-hole symmetry the average of $f(\varepsilon-\hbar\omega)$ is $1-h$, so the result is $2n+2h$. To find $h$, use $f$ itself as the variable, with $E=e^{\hbar\omega/k_BT}$:
\begin{equation}
h=\int_0^1\frac{f\,df}{E-(E-1)f}=-\frac1{E-1}+\frac{E\ln E}{(E-1)^2}.
\end{equation}
The first term is $-n$ and cancels. With $x=\hbar\omega/2k_BT$ we have $E/(E-1)^2=1/(4\sinh^2x)$ and $\ln E=2x$, so the average is $x/\sinh^2x$. At small $x$ it is $1/x$, the classical value. Relative to classical noise, the spectrum is reduced by
\begin{equation}
s(\omega)=\left(\frac{x}{\sinh x}\right)^2 .
\label{eq:s}
\end{equation}
Slow noise is untouched; noise well above $k_BT/\hbar$ is ineffective.

Inserting $s$ into the phase exponent is a model of the cutoff, since it averages over energy before exponentiating. It replaces $\delta(u)$ in the noise correlation by a function $\kappa(u)$ of unit area and width of order $\hbar/k_BT$, the Fourier transform of $s$.

\subsection{The exponent for any dimension}

The self terms of $\langle\Phi^2\rangle$ involve $\mathbf r(t_1)-\mathbf r(t_2)$, the cross terms $\mathbf r(t_1)-\mathbf r(t-t_2)$. Averaging $e^{i\mathbf q\cdot\Delta\mathbf r}$ over closed paths gives $e^{-Dq^2b}$, so
\begin{equation}
F=\frac{2e^2k_BT}{\hbar^2\sigma_d}\int_0^t\!\!\int_0^t\!dt_1dt_2\,\kappa(t_1-t_2)
\int\!\frac{d^dq}{(2\pi)^d}\frac{e^{-Dq^2b(t_1-t_2)}-e^{-Dq^2b(t_1+t_2-t)}}{q^2}.
\label{eq:F}
\end{equation}
Call the two coefficients of $-q^2$ in the exponentials $A$ and $B$. The derivative of the $q$ integral with respect to $B$ is a Gaussian integral, $1/(2\sqrt{\pi B})$ for $d=1$ and $1/(4\pi B)$ for $d=2$. The integral vanishes at $A=B$, so it is $(\sqrt B-\sqrt A)/\sqrt\pi$ in a wire and $\ln(B/A)/(4\pi)$ in a film.

First the wire. For $k_BTt/\hbar\gg1$, $\kappa$ sets $t_1\simeq t_2$ in the cross term, which reproduces equation (\ref{eq:cumwire}). The self term gives the leading correction:
\begin{equation}
F\simeq\frac{\sqrt\pi}{4}\left(\frac t{\tau_N}\right)^{3/2}
\left[1-\frac{8m}{\pi}\left(\frac{\hbar}{k_BTt}\right)^{1/2}\right],\quad
m=\int\kappa(u)\sqrt{\frac{k_BT|u|}{\hbar}}\,du .
\end{equation}
For $t\sim\tau_N$ the product $k_BTt$ grows as $T^{1/3}$, so the relative correction falls as $T^{-1/6}$. Since $F$ is reduced, the time at which $F=1$ lies above its classical value and approaches it slowly as $T$ rises.

\subsection{The film}

Let $g=2\pi\hbar\sigma_2/e^2$, the sheet conductance in units of $e^2/h$. The prefactor becomes $2e^2k_BT/(4\pi\hbar^2\sigma_2)=k_BT/(\hbar g)$, and
\begin{equation}
F=\frac{k_BT}{\hbar g}\int_0^t\!\!\int_0^t\!dt_1dt_2\,\kappa(t_1-t_2)
\ln\frac{b(t_1+t_2-t)}{b(t_1-t_2)} .
\end{equation}
For long loops the numerator contributes
\begin{equation}
\int_0^tdu\,\ln\left[u\left(1-\frac ut\right)\right]
=t\left[\ln t+2\int_0^1\ln v\,dv\right]=t(\ln t-2),
\end{equation}
and the denominator contributes $-t\int\kappa(u)\ln|u|\,du$. Together,
\begin{equation}
F(t)\simeq\frac{k_BTt}{\hbar g}\left[\ln\frac{k_BTt}{\hbar}-2-c\right],\qquad
c=\int\kappa(u)\ln\frac{k_BT|u|}{\hbar}\,du .
\label{eq:film}
\end{equation}
Quadrature with equation (\ref{eq:s}) gives $c=-1.577$. If the cutoff frequency is moved by a factor $\lambda$, $\kappa$ narrows by the same factor and $c$ changes by $-\ln\lambda$. The coefficient of the logarithm stays at one, because it needs unit area alone. For truly white noise $c\to-\infty$: unlike the wire, the film needs the thermal cutoff.

Define the film's time by $F(\tau_\phi)=1$:
\begin{equation}
\frac1{\tau_\phi}=\frac{k_BT}{\hbar g}\left[\ln\frac{k_BT\tau_\phi}{\hbar}-2-c\right].
\label{eq:filmtau}
\end{equation}
With $U=k_BT\tau_\phi/\hbar$ this is $U(\ln U-2-c)=g$, which contains no temperature. In this model $\tau_\phi\propto1/T$ at fixed $\sigma_2$; the logarithm is one of conductance, and for very large $g$, $\tau_\phi\simeq\hbar g/(k_BT\ln g)$. Deviations come from a temperature dependence of $\sigma_2$ or from other processes. If $g$ is not large, $U$ is not large either, and the derivation fails.

The golden rule gives the same logarithm. In equation (\ref{eq:wd}) with $d=2$ put $y=Dq^2$:
\begin{equation}
w_2=\frac{4\pi k_BT}{\hbar g}\,\frac1{2\pi}\int_0^\infty\frac{dy}{y^2+\omega^2}
=\frac{\pi k_BT}{\hbar g|\omega|}.
\label{eq:w2}
\end{equation}
Integration from $1/\tau_\phi$ to about $k_BT/\hbar$, over both signs of $\omega$, yields $(k_BT/\hbar g)\ln(k_BT\tau_\phi/\hbar)$.

\subsection{Energy exchange}

A collision that transfers a tiny energy can spoil a phase, but it hardly changes the energy distribution. Weight each collision by $(\hbar\omega)^2$ and define
\begin{equation}
\frac1{\tau_E}=\frac{1}{2\,(\pi^2/3)(k_BT)^2}\int\frac{d\omega}{2\pi}(\hbar\omega)^2w_d(\omega)s(\omega).
\label{eq:tauE}
\end{equation}
Half the mean-square transfer per unit time acts as a diffusion constant in energy, and $\pi^2(k_BT)^2/3$ is the variance of $\varepsilon$ with weight $-f'$. This measures the rate of exchange; it is not an eigenvalue of the collision integral, and another definition would change the numerical factor.

The expansion $1/\sinh^2x=4\sum_nne^{-2nx}$ gives the moments
\begin{equation}
I_p=\int_0^\infty\frac{x^p\,dx}{\sinh^2x}=2^{1-p}\,\Gamma(p+1)\,\zeta(p).
\end{equation}
In the wire the integrand of equation (\ref{eq:tauE}) goes as $\omega^{1/2}s$. With $\omega=2k_BTx/\hbar$ the integral is $(4/\pi)I_{5/2}\,\tau_N^{-3/2}\hbar^{1/2}(k_BT)^{3/2}$. In the film it is $4I_3(k_BT)^3/(\hbar g)$. Dividing by $2\pi^2(k_BT)^2/3$,
\begin{equation}
\frac1{\tau_E}=0.305\,\tau_N^{-3/2}\left(\frac{\hbar}{k_BT}\right)^{1/2}\ \text{(wire)},\qquad
\frac1{\tau_E}=1.10\,\frac{k_BT}{\hbar g}\ \text{(film)}.
\end{equation}
Both are finite with no infrared cutoff. In the wire $\tau_E\propto T^{-1/2}$, a different power from $\tau_\phi$. In the film both times go as $1/T$, and their ratio is the bracket of equation (\ref{eq:filmtau}) divided by 1.10. There the distinction lies in the logarithm and its slow noise, not in the power.

\subsection{A silver-like wire and film}

The inputs are rough values typical of evaporated silver: $6\times10^{22}$ electrons per cm$^3$, a wire of 100 nm by 50 nm with resistivity 3 $\mu\Omega$\,cm, and a 10 nm film with 10 $\mu\Omega$\,cm. A free-electron gas of this density has Fermi energy 5.59 eV and density of states $\nu=1.61\times10^{22}$ eV$^{-1}$cm$^{-3}$. The Einstein relation, conductivity $=e^2\nu D$, gives $D=129$ cm$^2$/s in the wire and 39 cm$^2$/s in the film.

The wire has $\sigma_1=5\times10^{-15}/3\times10^{-8}=1.67\times10^{-7}$ S\,m. At 1 K, in SI units,
\begin{equation}
\tau_N^{3/2}=\frac{(1.055\times10^{-34})^2(1.67\times10^{-7})}
{(1.602\times10^{-19})^2(1.381\times10^{-23})\sqrt{0.0129}}
=4.6\times10^{-14},
\end{equation}
so $\tau_N=1.28$ ns and $\tau_\phi=1.88\,\tau_N=2.4$ ns. The film has a sheet resistance of 10 $\Omega$ and $g=2581$. Solving $F=1$ numerically gives $U=453$ and a bracket of 5.7; with $\hbar/k_BT=7.64$ ps at 1 K, $\tau_\phi=3.5$ ns. In the table the film's time is defined by $F=1$, the wire's by the return integral. Matching the film's return integral with weight $e^{-F}$ to one with weight $e^{-t/\tau}$ would give a time about 12\% longer. The results are:
\begin{center}
\begin{tabular}{lcccc}
 & $T$ (K) & $\tau_\phi$ (ns) & $\tau_E$ (ns) & $L_\phi$ ($\mu$m)\\
wire & 0.1 & 11.2 & 173 & 12.0\\
wire & 0.3 & 5.4 & 100 & 8.3\\
wire & 1.0 & 2.4 & 55 & 5.6\\
film & 0.1 & 34.6 & 180 & 11.6\\
film & 0.3 & 11.5 & 60 & 6.7\\
film & 1.0 & 3.5 & 18 & 3.7
\end{tabular}
\end{center}

To see which noise matters, keep only $\hbar\omega<0.1k_BT$ in the wire at 1 K, for a loop with $F=1$. This slow noise supplies 69\% of the exponent but 0.5\% of the energy-exchange integral.

With the blocked spectrum in equation (\ref{eq:F}), the time at which $F=1$ in the wire is longer than its classical value by 8.0\% at 0.1 K and 5.4\% at 1 K. Their ratio, 1.49 before rounding, is close to the predicted $10^{1/6}=1.47$. The effective exponent over this decade is $-0.677$ instead of $-2/3$.

\subsection{Neglected effects and limits}

From equation (\ref{eq:tauN}), $k_BT\tau_N/\hbar=\hbar\sigma_1/(e^2\sqrt{D\tau_N})$. Classical noise and good metallic conduction over the coherence length are therefore the same condition. At 0.1 K the conductance over $L_\phi$ is 357 $e^2/h$. It falls as $T^{1/3}$ on cooling, so the theory eventually fails. The wire must also be much longer than $L_\phi$ and much narrower.

Screening is good when the Coulomb interaction times the density of states per length, $\sigma_1/(e^2D)$, is large. For a wire in vacuum this product is about $\sigma_1\ln(L_\phi/\text{width})/(2\pi\varepsilon_0D)$ at $q\sim1/L_\phi$; call it $P$; its inverse is about $10^{-6}$ at 1 K. The relative correction is set by the square root of this inverse. Charge relaxes with the larger diffusion constant $D^*=D(1+P)$, so the noise (\ref{eq:field}) is multiplied by about $D^{*2}q^4/(D^{*2}q^4+\omega^2)$ and disappears for $q<\sqrt{|\omega|/D^*}$. In equation (\ref{eq:wd}) this removes a fraction $\sqrt{D/D^*}$, of order $10^{-3}$ in a long wire. In the film, 20\,000 simulated closed paths show that fluctuations of the logarithm of the partner separation raise the mean loop weight at $F=1$ by about 0.5\%.

The tabulated $\tau_E$ counts only noise that is uniform across the wire or film. Noise of shorter wavelength, up to twice the Fermi wave vector, gives the $T^2$ rate of a bulk Fermi liquid. An estimate with Thomas--Fermi screening and no exchange adds about a third to the wire's energy-exchange rate at 1 K, bringing $\tau_E$ to about 40 ns, and about a tenth to the film's, bringing it to about 16 ns. At 0.1 K it adds about 1\%. It adds only 1 to 2\% to the dephasing rates at 1 K.

For phonons, take a deformation potential $\Xi=2E_F/3$, sound speed $v_s$, mass density $\rho_m$ and Fermi velocity $v_F$. The squared coupling, times volume, is $\Xi^2\hbar q/(2\rho_mv_s)$. At $\varepsilon=0$ equation (\ref{eq:block}) sums to $2/\sinh(\hbar v_sq/k_BT)$. Energy conservation fixes the angle of $\mathbf q$ and leaves $q\,dq/(4\pi^2\hbar v_F)$, so
\begin{equation}
\frac1{\tau_{ph}}=\frac{\Xi^2}{2\pi\hbar v_F\rho_mv_s}\left(\frac{k_BT}{\hbar v_s}\right)^3
\int_0^\infty\frac{x^2dx}{\sinh x},\qquad \int_0^\infty\frac{x^2dx}{\sinh x}=\frac{7\zeta(3)}2 .
\end{equation}
With 10.5 g/cm$^3$ and 3.6 km/s, longitudinal phonons give about 490 ns at 1 K. Two transverse branches at 1.7 km/s, if they coupled equally strongly, would give 12 ns. Used as $\gamma$ in equation (\ref{eq:airy}), that rate would shorten the wire's 2.4 ns to 2.1 ns. Added to the film's exponent as $t/\tau_{ph}$, it would shorten 3.5 ns to 2.8 ns. Extrapolated to 0.1 K, the same law gives 12 $\mu$s, which would be negligible. These rates are for $\varepsilon=0$; averaging over the thermal layer with weight $-f'$, as was done for the Nyquist noise, multiplies them by $12/7$ and gives 1.9 ns in the wire and 2.4 ns in the film at 1 K. Weighted as in equation (\ref{eq:tauE}), the same phonons exchange energy at 1 K in about 110 ns (longitudinal) or 3 ns (two transverse), so they may rival or dominate the tabulated $\tau_E$ there. These are orders of magnitude only: the energy conservation used is that of free electrons, which requires $q$ times the mean free path to be well above one. With the wire's mean free path of 28 nm and $q=k_BT/\hbar v_s$ at 1 K, the product is about 1 for longitudinal and 2 for transverse phonons. It is below one in the film, and ten times smaller at 0.1 K, so the extrapolation to that temperature is not justified by this derivation.

Magnetic impurities of density $n_m$ that act on a single orbital channel scatter at most at the unitary rate $4n_m/(\pi\hbar\nu)$. This equals the wire's Nyquist rate at 0.1 K for 0.012 parts per million. Unitarity also keeps the loss of interference in that channel below this rate, so at least this content of such impurities is needed for equal dephasing; impurities that scatter in several channels could do it with less.

Clean silver wires below 1 K are reported to have dephasing times of the order of nanoseconds to ten nanoseconds. The values found here are of the same order; with such rough inputs this shows plausibility only. The result is sensitive to the assumption of magnetic purity: at 0.1 K an impurity rate equal to the Nyquist rate would roughly halve $\tau_\phi$. The film's mean free path, 8.3 nm, is close to its thickness, and real films this thin may be more resistive. A larger sheet resistance shortens $\tau_\phi$ slightly less than in proportion, because the bracket falls with $g$.
